# Magnetic Anisotropy from Orbital-Moment Anisotropy with Filled Majority Bands: verification in Python

```python
"""Result under test: for filled majority bands and no spin-flip terms,
    E(x) - E(z) = (xi/4) * ( <L_z> for M along z  -  <L_x> for M along x ),
xi = spin-orbit constant (eV), L in units of hbar, M = magnetization direction.
Model: triangular monolayer of d orbitals, minority bands h(k), majority bands
h(k) - exchange. Energies are free energies per atom at fixed electron number.
K = E(x) - E(z); K > 0 means a perpendicular easy axis."""
import numpy as np
from scipy import constants as const
from scipy.integrate import quad
from scipy.optimize import brentq
from scipy.special import expit, zeta

KB = const.k / const.e                       # eV/K
T_USE = 300.0                                # K
SPACING = 0.25                               # nm
V_SIGMA, V_PI, V_DELTA = -0.40, 0.20, -0.03  # eV, d-d hopping
EXCHANGE, XI = 1.8, 0.07                     # eV
N_MINORITY, N_TOTAL = 3.0, 8.0               # electrons per atom
SHIFT = 0.4                                  # eV, z2 level shift, main case
XI_SMALL = 0.001                             # eV, for perturbative tests
NMESH = 96

m = np.arange(2, -3, -1)
L_plus = np.diag(np.sqrt(6.0 - m[1:] * (m[1:] + 1)), 1).astype(complex)
L = np.array([(L_plus + L_plus.conj().T) / 2,
              (L_plus - L_plus.conj().T) / 2j, np.diag(m).astype(complex)])
PAULI = np.array([[[0, 1], [1, 0]], [[0, -1j], [1j, 0]], [[1, 0], [0, -1]]])
I2, I5 = np.eye(2), np.eye(5)
X, Y, Z = np.eye(3)


def along(n):
    return np.einsum('i,ijk->jk', n, L)


def bond(phi):
    """Hopping along an in-plane bond: sigma, pi, delta projectors of (L.b)^2."""
    a = along([np.cos(phi), np.sin(phi), 0.0])
    a = a @ a
    return (V_SIGMA * (a - I5) @ (a - 4 * I5) / 4 - V_PI * a @ (a - 4 * I5) / 3
            + V_DELTA * a @ (a - I5) / 12)


def bands(nmesh, shift):
    """h(k) on half of a zone-centred mesh; weights restore the -k half."""
    i, j = np.meshgrid(np.arange(nmesh // 2 + 1), np.arange(nmesh), indexing='ij')
    w = np.where((i == 0) | (i == nmesh // 2), 1.0, 2.0).ravel() / nmesh**2
    k1, k2 = 2 * np.pi * i.ravel() / nmesh, 2 * np.pi * j.ravel() / nmesh
    h = np.zeros((w.size, 5, 5), complex)
    for phase, phi in ((k1, 0.0), (k2, np.pi / 3), (k2 - k1, 2 * np.pi / 3)):
        h += 2 * np.cos(phase)[:, None, None] * bond(phi)
    h[:, 2, 2] += shift
    return h, w


def solve(h, w, number, temp=T_USE):
    """Free energy at fixed number, occupations, energies, states, Fermi level."""
    kt = KB * temp
    e, v = np.linalg.eigh(h)
    mu = brentq(lambda x: np.sum(w[:, None] * expit((x - e) / kt)) - number,
                e.min() - 1, e.max() + 1, xtol=1e-13)
    x = (mu - e) / kt
    free = -kt * np.sum(w[:, None] * np.logaddexp(0, x)) + mu * number
    return free, expit(x), e, v, mu


def mean(op, f, v, w):
    return np.sum(w[:, None] * f * np.sum(v.conj() * (op @ v), axis=1).real)


def with_spin(h):
    return np.einsum('kij,ab->kiajb', h, I2).reshape(len(h), 10, 10)


def full(h, w, n, xi, temp=T_USE):
    """All spin-orbit terms, fixed global spin axes: free energy and <L.n>."""
    spin_n = np.einsum('i,ijk->jk', n, PAULI)
    ham = with_spin(h) - EXCHANGE * np.kron(I5, (I2 + spin_n) / 2)
    ham = ham + xi / 2 * sum(np.kron(L[i], PAULI[i]) for i in range(3))
    free, f, e, v, mu = solve(ham, w, N_TOTAL, temp)
    return free, mean(np.kron(along(n), I2), f, v, w)


def minority(h, w, n, xi):
    """Minority electrons only, no spin flips: free energy and <L.n>."""
    free, f, e, v, mu = solve(h - xi / 2 * along(n), w, N_MINORITY)
    return free, mean(along(n), f, v, w)


def quotient(ea, eb, mu):
    """(f(ea)-f(eb))/(ea-eb), with the derivative for degenerate levels."""
    kt = KB * T_USE
    d = ea - eb
    close = np.abs(d) < 1e-6
    fm = expit((mu - (ea + eb) / 2) / kt)
    diff = expit((mu - ea) / kt) - expit((mu - eb) / kt)
    return np.where(close, -fm * (1 - fm) / kt, diff / np.where(close, 1.0, d))


def second_order(base, w, n, exchange):
    """Second-order energies divided by xi^2: spin-conserving and spin-flip."""
    free, f, e, v, mu = base
    vd = v.conj().transpose(0, 2, 1)
    a, b = (X, Y) if n is Z else (Y, Z)
    same = np.abs(vd @ along(n) @ v)**2
    flip = np.abs(vd @ (along(a) + 1j * along(b)) @ v)**2  # row: minority
    ei, ej = e[:, :, None], e[:, None, :]
    wk = w[:, None, None]
    return (np.sum(wk * quotient(ei, ej, mu) * same) / 8,
            np.sum(wk * quotient(ei, ej - exchange, mu) * flip) / 4)


# ---- model checks -------------------------------------------------------
assert np.allclose(L[0] @ L[1] - L[1] @ L[0], 1j * L[2])
assert np.isclose(bond(0.0)[2, 2].real, V_SIGMA / 4 + 3 * V_DELTA / 4)
h, w = bands(NMESH, SHIFT)
base = solve(h, w, N_MINORITY)
free0, f0, e0, v0, mu0 = base
gap = mu0 - (e0.max() - EXCHANGE)
assert gap > 0.3                             # majority bands are filled

# ---- energy from diagonalization against the orbital moment --------------
small = {}
for name, n in (('x', X), ('z', Z)):
    energy, moment = minority(h, w, n, XI_SMALL)
    small[name] = (energy - free0, moment)
    assert abs(energy - free0 + XI_SMALL * moment / 4) < 2e-3 * abs(energy - free0)
k_small = small['x'][0] - small['z'][0]
k_small_L = XI_SMALL / 4 * (small['z'][1] - small['x'][1])
assert abs(k_small - k_small_L) < 0.02 * abs(k_small)

# ---- angular law and in-plane isotropy ----------------------------------
theta = np.radians(35.0)
tilt = minority(h, w, np.array([np.sin(theta), 0, np.cos(theta)]), XI_SMALL)[0]
tilt_ratio = (tilt - free0 - small['z'][0]) / k_small
assert abs(tilt_ratio - np.sin(theta)**2) < 0.02
e_y = minority(h, w, Y, XI_SMALL)[0] - free0
assert abs(e_y - small['x'][0]) < 0.02 * abs(k_small)

# ---- full Hamiltonian against second-order sums with spin flips ----------
same_x, flip_x = second_order(base, w, X, EXCHANGE)
same_z, flip_z = second_order(base, w, Z, EXCHANGE)
full0 = full(h, w, Z, 0.0)[0]
second = {}
for name, n, total in (('x', X, same_x + flip_x), ('z', Z, same_z + flip_z)):
    plus, minus = full(h, w, n, XI_SMALL), full(h, w, n, -XI_SMALL)
    second[name] = ((plus[0] + minus[0]) / 2 - full0) / XI_SMALL**2
    assert abs(second[name] - total) < 2e-3 * abs(total)
    assert abs(plus[1] - small[name][1]) < 0.01 * abs(small[name][1])
k_sum = same_x - same_z + flip_x - flip_z
assert abs(second['x'] - second['z'] - k_sum) < 0.02 * abs(same_x - same_z)

# ---- large-exchange limit of the spin-flip energy ------------------------
hole = {}
for name, n in (('x', X), ('z', Z)):
    hole[name] = mean(6 * I5 - along(n) @ along(n), 1 - f0, v0, w)
    limit = -hole[name] / (4 * 2000.0)
    assert abs(second_order(base, w, n, 2000.0)[1] / limit - 1) < 3e-3
k_flip_limit = -XI**2 / (4 * EXCHANGE) * (hole['x'] - hole['z'])

# ---- open majority band: difference, not sum, of spin-resolved moments ---
WEAK = 0.4
up, down = np.diag([1.0, 0.0]), np.diag([0.0, 1.0])
h_weak = with_spin(h) - WEAK * np.kron(I5, up)
weak0 = solve(h_weak, w, N_TOTAL)[0]
free, f, e, v, mu = solve(h_weak + XI_SMALL / 2 * np.kron(L[2], PAULI[2]), w, N_TOTAL)
L_up, L_down = (mean(np.kron(L[2], s), f, v, w) for s in (up, down))
weak_energy = free - weak0
assert abs(weak_energy + XI_SMALL / 4 * (L_down - L_up)) < 2e-3 * abs(weak_energy)
assert abs(weak_energy + XI_SMALL / 4 * (L_down + L_up)) > 0.05 * abs(weak_energy)

# ---- worked example at the full spin-orbit constant ----------------------
rows = []
for shift in (-0.4, 0.0, 0.4, 0.8):
    hs, ws = bands(NMESH, shift)
    ref = solve(hs, ws, N_MINORITY)
    row_gap = ref[4] - (ref[2].max() - EXCHANGE)
    assert row_gap > 0.3
    (ex, lx), (ez, lz) = full(hs, ws, X, XI), full(hs, ws, Z, XI)
    rows.append((shift, lz, lx, ex - ez, XI / 4 * (lz - lx), row_gap))
    if shift == SHIFT:
        k_full, k_orb, l_x, l_z = ex - ez, XI / 4 * (lz - lx), lx, lz
(mx, mlx), (mz, mlz) = minority(h, w, X, XI), minority(h, w, Z, XI)
k_min, k_min_L = mx - mz, XI / 4 * (mlz - mlx)
k_hot = full(h, w, X, XI, 600.0)[0] - full(h, w, Z, XI, 600.0)[0]
hf, wf = bands(144, SHIFT)
k_fine = full(hf, wf, X, XI)[0] - full(hf, wf, Z, XI)[0]
assert abs(k_fine - k_full) < 2e-5

# ---- dipolar (shape) anisotropy of the monolayer -------------------------
R = 300
i, j = np.meshgrid(np.arange(-2 * R, 2 * R + 1), np.arange(-2 * R, 2 * R + 1))
px, r = i + j / 2, np.sqrt(i**2 + i * j + j**2.0)
inside = (r > 0) & (r <= R)
px, r = px[inside], r[inside]
cell = np.sqrt(3) / 2
aniso = 0.5 * np.sum((1 - 3 * (px / r)**2) / r**3 - 1 / r**3)
aniso -= 0.75 * 2 * np.pi / (cell * R)       # lattice beyond the cut-off
closed = 6 * zeta(1.5) * 3**-1.5 * (zeta(1.5, 1 / 3) - zeta(1.5, 2 / 3))
assert abs(aniso + 0.75 * closed) < 2e-3
mu_B = const.physical_constants['Bohr magneton'][0]
moment = 2 * N_TOTAL * 0 + (5 - N_MINORITY) + l_z
k_dip = (const.mu_0 / (4 * np.pi) * (moment * mu_B)**2
         / (SPACING * 1e-9)**3 * aniso / const.e)

# ---- thermal spin disorder: single-site average --------------------------
REDUCED = 0.9


def site_average(func, field):
    top = quad(lambda c: func(c) * np.exp(field * (c - 1)), -1, 1)[0]
    return top / quad(lambda c: np.exp(field * (c - 1)), -1, 1)[0]


field = brentq(lambda b: site_average(lambda c: c, b) - REDUCED, 1, 50)
disorder = site_average(lambda c: (3 * c * c - 1) / 2, field)
assert abs(disorder - REDUCED**3) < 0.01

area = cell * (SPACING * 1e-9)**2
to_mj = const.e / area * 1e3                 # eV per atom -> mJ/m2
print(f"atom spacing {SPACING:.2f} nm, area per atom {area*1e18:.5f} nm2")
print(f"hopping sigma, pi, delta: {V_SIGMA:.2f}, {V_PI:.2f}, {V_DELTA:.2f} eV")
print(f"exchange splitting {EXCHANGE:.2f} eV, xi {XI*1e3:.1f} meV")
print(f"d electrons: total {N_TOTAL:.0f}, minority {N_MINORITY:.0f} per atom")
print(f"temperature {T_USE:.0f} K, kT {KB*T_USE*1e3:.2f} meV")
print(f"main case z2 shift {SHIFT:.2f} eV, mesh {NMESH} x {NMESH}")
print(f"minority band range {e0.min():.3f} to {e0.max():.3f} eV")
print(f"Fermi level {mu0:.3f} eV, height above majority top {gap:.3f} eV")
print("TESTS AT SMALL xi")
print(f"xi for these tests {XI_SMALL*1e3:.1f} meV")
print(f"K without flips, from free energies {k_small*1e9:.4f} neV")
print(f"K without flips, from orbital moments {k_small_L*1e9:.4f} neV")
print(f"[E(35 deg)-E(0)]/K {tilt_ratio:.5f}, sin^2 {np.sin(theta)**2:.5f}")
print(f"K/xi^2, full diagonalization {second['x']-second['z']:.5f} 1/eV")
print(f"K/xi^2, second-order sums {k_sum:.5f} 1/eV")
print(f"open majority band, exchange {WEAK:.2f} eV, M along z:")
print(f"  <L> minority {L_down*1e3:.4f}e-3, majority {L_up*1e3:.4f}e-3 hbar")
print(f"  energy {weak_energy*1e9:.3f} neV")
print(f"  from difference {-XI_SMALL/4*(L_down-L_up)*1e9:.3f} neV")
print(f"  from total moment {-XI_SMALL/4*(L_down+L_up)*1e9:.3f} neV")
print("MAIN CASE, FULL xi")
print(f"orbital moment, M along z {l_z:.5f}, along x {l_x:.5f} mu_B")
print(f"xi/4 {XI/4*1e3:.2f} meV per mu_B")
print(f"K from orbital moments {k_orb*1e3:.4f} meV = {k_orb*to_mj:.3f} mJ/m2")
print(f"K full diagonalization {k_full*1e3:.4f} meV = {k_full*to_mj:.3f} mJ/m2")
print(f"K second order, spin-conserving {XI**2*(same_x-same_z)*1e3:.4f} meV")
print(f"K second order, spin-flip {XI**2*(flip_x-flip_z)*1e3:.4f} meV")
print(f"K spin-flip, large-exchange formula {k_flip_limit*1e3:.4f} meV")
print(f"K no flips, all orders in xi {k_min*1e3:.4f} meV")
print(f"  same, from its orbital moments {k_min_L*1e3:.4f} meV")
print("SCAN: z2 shift eV | L_z, L_x mu_B | K full, K orbital meV | gap eV")
for s, lz, lx, kf, ko, g in rows:
    print(f"  {s:5.2f} | {lz:.5f} {lx:.5f} | {kf*1e3:8.4f} {ko*1e3:8.4f} | {g:.3f}")
print("NEGLECTED EFFECTS, MAIN CASE")
print(f"K full on 144 x 144 mesh {k_fine*1e3:.4f} meV")
print(f"K full with electrons at 600 K {k_hot*1e3:.4f} meV")
print(f"total moment used for dipoles {moment:.4f} mu_B")
print(f"dipolar K {k_dip*1e3:.4f} meV = {k_dip*to_mj:.3f} mJ/m2")
print(f"K full plus dipolar {(k_full+k_dip)*1e3:.4f} meV")
print(f"spin disorder: magnetization {REDUCED:.2f}, K factor {disorder:.4f}")
print("no test failed")
```

It prints:

```
atom spacing 0.25 nm, area per atom 0.05413 nm2
hopping sigma, pi, delta: -0.40, 0.20, -0.03 eV
exchange splitting 1.80 eV, xi 70.0 meV
d electrons: total 8, minority 3 per atom
temperature 300 K, kT 25.85 meV
main case z2 shift 0.40 eV, mesh 96 x 96
minority band range -1.138 to 1.123 eV
Fermi level 0.290 eV, height above majority top 0.968 eV
TESTS AT SMALL xi
xi for these tests 1.0 meV
K without flips, from free energies -674.3452 neV
K without flips, from orbital moments -674.3448 neV
[E(35 deg)-E(0)]/K 0.32899, sin^2 0.32899
K/xi^2, full diagonalization -0.60326 1/eV
K/xi^2, second-order sums -0.60326 1/eV
open majority band, exchange 0.40 eV, M along z:
  <L> minority 2.4692e-3, majority -1.2171e-3 hbar
  energy -921.565 neV
  from difference -921.565 neV
  from total moment -313.037 neV
MAIN CASE, FULL xi
orbital moment, M along z 0.22673, along x 0.41129 mu_B
xi/4 17.50 meV per mu_B
K from orbital moments -3.2298 meV = -9.560 mJ/m2
K full diagonalization -2.8706 meV = -8.497 mJ/m2
K second order, spin-conserving -3.3043 meV
K second order, spin-flip 0.3483 meV
K spin-flip, large-exchange formula 0.2235 meV
K no flips, all orders in xi -3.2912 meV
  same, from its orbital moments -3.2747 meV
SCAN: z2 shift eV | L_z, L_x mu_B | K full, K orbital meV | gap eV
  -0.40 | 0.28297 0.29647 |  -0.4856  -0.2362 | 0.797
   0.00 | 0.24482 0.36158 |  -1.9420  -2.0434 | 0.904
   0.40 | 0.22673 0.41129 |  -2.8706  -3.2298 | 0.968
   0.80 | 0.21214 0.43669 |  -3.4823  -3.9296 | 0.903
NEGLECTED EFFECTS, MAIN CASE
K full on 144 x 144 mesh -2.8706 meV
K full with electrons at 600 K -2.5885 meV
total moment used for dipoles 2.2267 mu_B
dipolar K -0.1410 meV = -0.417 mJ/m2
K full plus dipolar -3.0116 meV
spin disorder: magnetization 0.90, K factor 0.7300
no test failed
```
